# Exact defocus phase in a medium and its quadratic limit: verification in Python

```python
# Result under test: moving the observation plane downstream by z in a medium
# of index n changes the phase of a plane wave at angle theta, relative to the
# axial wave, by phi = -(2 pi n z / wavelength) (1 - cos(theta)).
# Its small-angle limit is -(pi n z / wavelength) sin(theta)^2.
# wavelength: vacuum value; theta: angle inside the medium; time factor
# exp(-i omega t); NA: numerical aperture; rho: pupil radius from 0 to 1,
# with n sin(theta) = NA rho. All lengths are in nm, all phases in rad.
import numpy as np
import mpmath as mp
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import j0

mp.mp.dps = 60
wavelength = 200.0
index = 1.5
aperture = 1.35
defocus = 50.0
period = 160.0
loss = 1.0e-3  # relative imaginary part of k, for convergence only


def exact_phase(sine, z, n):
    cosine = np.sqrt(1.0 - sine**2)
    return -2.0 * np.pi * n * z / wavelength * (1.0 - cosine)


def quadratic_phase(sine, z, n):
    return -np.pi * n * z / wavelength * sine**2


def diffraction_transfer(sine, z, n):
    """Transverse Fourier transform of the real-space point response.

    The integration variable is the distance R from the source point.
    """
    k = 2.0 * np.pi * n / wavelength
    k_lossy = k * (1.0 + 1j * loss)
    step = 0.05 / k
    distance = z + step * np.arange(400001)
    radius = np.sqrt(distance**2 - z**2)
    response = z * (1.0 / distance - 1j * k_lossy) / distance
    response = response * np.exp(1j * k_lossy * distance)
    return simpson(response * j0(k * sine * radius), dx=step)


def diffraction_phase(sine, z, n):
    tilted = diffraction_transfer(sine, z, n)
    axial = diffraction_transfer(0.0, z, n)
    return np.angle(tilted / axial)


def distance_phase(sine, z, n):
    """Phase from explicit distances to a very remote reference sphere."""
    sphere = mp.mpf(10)**25
    s, shift = mp.mpf(sine), mp.mpf(z)
    height = sphere * s
    depth = sphere * mp.sqrt(1 - s**2)
    tilted = mp.sqrt(height**2 + (depth + shift)**2) - sphere
    axial = abs(sphere + shift) - sphere
    return float(2 * mp.pi * n / wavelength * (tilted - axial))


print(f"vacuum wavelength: {wavelength:.1f} nm")
print(f"refractive index: {index:.2f}")
print(f"numerical aperture: {aperture:.2f}")
print(f"defocus z: {defocus:.1f} nm")
axial_phase = 2.0 * np.pi * index * defocus / wavelength
print(f"common axial phase: {axial_phase:.4f} rad")

# Phase across the pupil from diffraction and from distances.
largest_difference = 0.0
for rho in (0.25, 0.50, 0.75, 1.00):
    sine = aperture * rho / index
    cosine = np.sqrt(1.0 - sine**2)
    exact = exact_phase(sine, defocus, index)
    quadratic = quadratic_phase(sine, defocus, index)
    diffracted = diffraction_phase(sine, defocus, index)
    largest_difference = max(largest_difference, abs(diffracted - exact))
    # The absorption shifts the phase by about 1e-5 rad at the pupil edge.
    assert abs(diffracted - exact) < 5.0e-5
    for z in (defocus, -defocus):
        geometric = distance_phase(sine, z, index)
        assert abs(geometric - exact_phase(sine, z, index)) < 1.0e-12
        gap = geometric - quadratic_phase(sine, z, index)
        gap_formula = -np.pi * index * z / wavelength * (1.0 - cosine)**2
        assert abs(gap - gap_formula) < 1.0e-12
    ratio = distance_phase(sine, defocus, index) / quadratic
    assert abs(ratio - 2.0 / (1.0 + cosine)) < 1.0e-11
    print(f"rho {rho:.2f}: sin(theta) {sine:.4f}, cos(theta) {cosine:.4f}")
    print(f"  exact phase: {exact:.4f} rad")
    print(f"  quadratic phase: {quadratic:.4f} rad")
    print(f"  exact/quadratic: {ratio:.4f}")
print(f"largest diffraction-formula gap: {largest_difference:.1e} rad")

# The error of the quadratic form must fall as the fourth power of the sine.
gaps = [distance_phase(s, defocus, index)
        - quadratic_phase(s, defocus, index) for s in (0.02, 0.01)]
order = np.log2(gaps[0] / gaps[1])
assert abs(order - 4.0) < 1.0e-3
quartic = -2.0 * np.pi * index * defocus / wavelength * 0.01**4 / 8.0
assert abs(gaps[1] / quartic - 1.0) < 1.0e-3
print(f"power of sin(theta) in quadratic error: {order:.4f}")

# A small angle does not protect the quadratic form at large defocus.
small_sine = 0.2
allowed_gap = 0.1
one_minus_cos = 1.0 - np.sqrt(1.0 - small_sine**2)
reach = allowed_gap * wavelength / (np.pi * index * one_minus_cos**2)
found_gap = abs(distance_phase(small_sine, reach, index)
                - quadratic_phase(small_sine, reach, index))
assert abs(found_gap - allowed_gap) < 1.0e-9
print(f"small-angle case: sin(theta) {small_sine:.2f}")
print(f"  chosen phase error: {allowed_gap:.2f} rad")
print(f"  defocus giving that error: {reach:.0f} nm")

# Same transverse frequency in two media: n sin(theta) is held fixed.
transverse = 0.9
print(f"fixed n sin(theta): {transverse:.2f}")
index_phases = []
for n in (1.0, index):
    value = diffraction_phase(transverse / n, defocus, n)
    pupil_form = -2.0 * np.pi * defocus / wavelength
    pupil_form *= n - np.sqrt(n**2 - transverse**2)
    assert abs(value - pupil_form) < 5.0e-5
    index_phases.append(value)
    print(f"  phase for n = {n:.2f}: {value:.4f} rad")
assert abs(index_phases[1]) < abs(index_phases[0])
print(f"  ratio of the two phases: {index_phases[0] / index_phases[1]:.3f}")

# Grating image from orders 0 and +-1, in phase at focus.
grating_sine = wavelength / (index * period)
grating_cosine = np.sqrt(1.0 - grating_sine**2)
assert index * grating_sine < aperture
zero_amplitude, first_amplitude = 0.5, 0.3
x = np.arange(64) * period / 64


def first_harmonic(z):
    """First intensity harmonic, as a fraction of its in-focus value."""
    axial = diffraction_transfer(0.0, z, index)
    tilted = diffraction_transfer(grating_sine, z, index)
    # Remove the amplitude loss caused by the convergence absorption.
    axial, tilted = axial / abs(axial), tilted / abs(tilted)
    wave = 2.0 * first_amplitude * np.cos(2.0 * np.pi * x / period)
    defocused = abs(zero_amplitude * axial + wave * tilted)**2
    focused = abs(zero_amplitude + wave)**2
    return (np.fft.rfft(defocused)[1] / np.fft.rfft(focused)[1]).real


null_exact = wavelength / (4.0 * index * (1.0 - grating_cosine))
null_quadratic = wavelength / (2.0 * index * grating_sine**2)
null_image = brentq(first_harmonic, 40.0, 120.0, xtol=1.0e-5)
assert abs(null_image - null_exact) < 0.01
assert abs(null_image - null_quadratic) > 1.0
harmonic_example = first_harmonic(defocus)
harmonic_wrong_null = first_harmonic(null_quadratic)
for z, value in ((defocus, harmonic_example),
                 (null_quadratic, harmonic_wrong_null)):
    assert abs(value - np.cos(exact_phase(grating_sine, z, index))) < 5.0e-5

print(f"grating period: {period:.1f} nm")
print(f"  order 0 amplitude: {zero_amplitude:.2f} (relative)")
print(f"  order +-1 amplitude: {first_amplitude:.2f} (relative)")
print(f"  sin(theta): {grating_sine:.4f}")
print(f"  cos(theta): {grating_cosine:.4f}")
print(f"  first null, exact formula: {null_exact:.2f} nm")
print(f"  first null, computed image: {null_image:.2f} nm")
print(f"  first null, quadratic phase: {null_quadratic:.2f} nm")
excess = 100.0 * (null_quadratic / null_exact - 1.0)
print(f"  quadratic null too far by: {excess:.1f} %")
print(f"  relative harmonic at z = {defocus:.1f} nm: {harmonic_example:.4f}")
print(f"  relative harmonic at quadratic null: {harmonic_wrong_null:.4f}")
print("success")
```

Printed output:

```
vacuum wavelength: 200.0 nm
refractive index: 1.50
numerical aperture: 1.35
defocus z: 50.0 nm
common axial phase: 2.3562 rad
rho 0.25: sin(theta) 0.2250, cos(theta) 0.9744
  exact phase: -0.0604 rad
  quadratic phase: -0.0596 rad
  exact/quadratic: 1.0130
rho 0.50: sin(theta) 0.4500, cos(theta) 0.8930
  exact phase: -0.2520 rad
  quadratic phase: -0.2386 rad
  exact/quadratic: 1.0565
rho 0.75: sin(theta) 0.6750, cos(theta) 0.7378
  exact phase: -0.6178 rad
  quadratic phase: -0.5368 rad
  exact/quadratic: 1.1509
rho 1.00: sin(theta) 0.9000, cos(theta) 0.4359
  exact phase: -1.3292 rad
  quadratic phase: -0.9543 rad
  exact/quadratic: 1.3929
largest diffraction-formula gap: 1.1e-05 rad
power of sin(theta) in quadratic error: 4.0002
small-angle case: sin(theta) 0.20
  chosen phase error: 0.10 rad
  defocus giving that error: 10397 nm
fixed n sin(theta): 0.90
  phase for n = 1.00: -0.8861 rad
  phase for n = 1.50: -0.4712 rad
  ratio of the two phases: 1.880
grating period: 160.0 nm
  order 0 amplitude: 0.50 (relative)
  order +-1 amplitude: 0.30 (relative)
  sin(theta): 0.8333
  cos(theta): 0.5528
  first null, exact formula: 74.53 nm
  first null, computed image: 74.53 nm
  first null, quadratic phase: 96.00 nm
  quadratic null too far by: 28.8 %
  relative harmonic at z = 50.0 nm: 0.4943
  relative harmonic at quadratic null: -0.4371
success
```
